# Oxygen vacancies below a metal gate: equilibrium density with dipole feedback, part 2

During a hot anneal, oxygen leaves an oxide film under a metal gate. Each vacancy has charge $+2e$, and its two electrons go to the gate. The resulting dipole layer lowers the gate's effective work function and makes further vacancies more costly. The problem is to find the equilibrium density with this feedback.

One plane at depth $d$ has $M$ oxygen sites and $n\ll M$ vacancies per area, with sheet charge $\sigma=2en$. The oxide has permittivity $\varepsilon=\varepsilon_r\varepsilon_0$. The potential $\varphi$ is zero at the gate, an ideal conductor. Temperature $T$ and oxygen pressure $p$ are fixed, $k$ is Boltzmann's constant, and $e>0$.

An isolated vacancy costs the free energy $g=g_\infty-e^2/(4\pi\varepsilon d)$, where the last term is the image energy. $g_\infty$ contains $-2\Phi_0$ and the oxygen chemical potential $\mu_O$, which includes $\tfrac12kT\ln p$. $\Phi_0$ is the effective work function without vacancies. With all compensating charge on the gate,

$$\Phi_{\rm eff}=\Phi_0-\Delta\Phi,\qquad
\Delta\Phi=\frac{2e^2nd}{\varepsilon}.\qquad(2)$$

Two vacancies at lateral separation $r$ have the interaction energy

$$u(r)=\frac{4e^2}{4\pi\varepsilon}\left[\frac1r-\frac1{\sqrt{r^2+4d^2}}\right],\qquad(3)$$

$$\int_0^R2\pi r\,u\,dr=\frac{2e^2}{\varepsilon}
\left[R+2d-\sqrt{R^2+4d^2}\right].\qquad(4)$$

For $R\to\infty$ this is $4e^2d/\varepsilon$. The mean field assumes uncorrelated positions. Its grand potential per area, $\omega(n)$, has $\omega''=kT/n+4e^2d/\varepsilon$ and its minimum at

$$n=M\exp\left[-\frac{g+4e^2nd/\varepsilon}{kT}\right],\qquad(7)$$

$$n=\frac{\varepsilon kT}{4e^2d}\,
W_0\!\left(\frac{4e^2dM}{\varepsilon kT}\,e^{-g/kT}\right).\qquad(9)$$

Here $W_0$ is the principal branch of the Lambert function. With $n_*=\varepsilon kT/(4e^2d)$, $x=(M/n_*)e^{-g/kT}$ and $W=W_0(x)$, these give $We^W=x$, $n=n_*W$ and $\Delta\Phi=\tfrac12kT\,W$.

Part (g) asks for the limits of weak and strong feedback, the response of $\Phi_{\rm eff}$ to $\Phi_0$ and of $n$ to the oxygen pressure, and the fluctuations of the number of vacancies. Its solution follows.

**Solution.** For $x\ll1$, write $W=xe^{-W}$. To lowest order $W\simeq x$, and inserting this in the exponent gives $W\simeq x-x^2$. Hence

$$n\simeq Me^{-g/kT}(1-x).$$

The leading term is the density without feedback. For $x\gg1$, take the logarithm of $We^W=x$ to get $W=\ln x-\ln W$. Replacing $W$ by $\ln x$ inside the last logarithm gives

$$W\simeq\ln x-\ln\ln x .$$

The density then grows only logarithmically with $x$.

For the responses, differentiate $W+\ln W=\ln x$:

$$\left(1+\frac1W\right)dW=d\ln x
\quad\Longrightarrow\quad
\frac{dW}{d\ln x}=\frac{W}{1+W}.$$

Since $g$ contains $-2\Phi_0$, $d\ln x/d\Phi_0=2/kT$ at fixed $T$ and $p$. Therefore

$$\frac{d\Delta\Phi}{d\Phi_0}=\frac{kT}{2}\,\frac{W}{1+W}\,\frac{2}{kT}=\frac{W}{1+W},
\qquad
\frac{d\Phi_{\rm eff}}{d\Phi_0}=\frac1{1+W}.\qquad(11)$$

A gate metal with a higher work function creates more vacancies, which cancel a part $W/(1+W)$ of the increase. This is a gradual pinning of the work function. To see where it leads, write the equilibrium condition as

$$g+2\Delta\Phi=kT\ln\frac Mn .$$

The left side is the formation free energy evaluated at $\Phi_{\rm eff}$ in place of $\Phi_0$. Let $\Phi_p$ be the work function at which $g$ would vanish. Then $g+2\Delta\Phi=2(\Phi_p-\Phi_{\rm eff})$, and

$$\Phi_{\rm eff}=\Phi_p-\frac{kT}{2}\ln\frac Mn .$$

In the dilute regime $\Phi_{\rm eff}$ stays below $\Phi_p$, by an amount that shrinks slowly as $n$ grows.

For the pressure, $d\ln x/d\ln p=-\tfrac12$. At fixed $T$, $n$ is proportional to $W$, and $d\ln W/d\ln x=1/(1+W)$. Hence

$$\frac{d\ln n}{d\ln p}=-\frac{1}{2(1+W)}.$$

Without feedback the power would be $-\tfrac12$, because the gate fixes the Fermi level. The feedback weakens it by the same factor as in (11).

For the fluctuations, the probability of a density $n+\delta n$ in an area $A$ is proportional to $\exp(-A\omega/kT)$. Near the minimum this is a Gaussian with variance $kT/(A\omega'')$. Since $\omega''=kT(1+W)/n$, the variance of $N=An$ is

$$\mathrm{Var}\,N=A^2\,\frac{kT}{A\omega''}=\frac{An}{1+W}.$$

Independent vacancies would give $An$. The Gaussian form requires a patch with many vacancies. The patch must also be much wider than $d$, so that interactions across its edge can be neglected.

### (h) What are the numbers for a hot anneal?

Take $\varepsilon_r=20$, $d=1.5$ nm, $T=1300$ K and $M=10\ \mathrm{nm^{-2}}$. Before the image term, let the formation free energy be $g_\infty=0.15$ eV. Find the density, the shift, the field and the responses.

**Solution.** The thermal energy is $kT=0.112$ eV. The image energy is $e^2/(4\pi\varepsilon d)=0.048$ eV, so

$$g=0.150-0.048=0.102\ \mathrm{eV}.$$

The same image energy gives $e^2/\varepsilon=4\pi d\times0.048$ eV. Thus

$$n_*=\frac{kT}{4d\,(e^2/\varepsilon)}=\frac{0.112}{16\pi(1.5)^2(0.048)}\ \mathrm{nm^{-2}}=0.0206\ \mathrm{nm^{-2}}.$$

Without feedback the density would be $Me^{-g/kT}=4.02\ \mathrm{nm^{-2}}$, or 40% of the sites. The dilute formula would then be invalid. With feedback,

$$x=\frac{4.023}{0.02064}=195,\qquad W_0(195)=3.91 .$$

The estimate $\ln x-\ln\ln x$ gives 3.61, which is 8% below this value. The density is

$$n=0.02064\times3.909=0.081\ \mathrm{nm^{-2}}=8.1\times10^{12}\ \mathrm{cm^{-2}} .$$

A direct numerical minimization of the grand potential, with the field energy taken from a finite-difference solution of Poisson's equation, gives the same density to the four printed digits. The site fraction is 0.8%, so the dilute form is consistent. The feedback has reduced the density by the factor $e^W\simeq50$.

The shift and the mean field between gate and plane are

$$\Delta\Phi=\frac{0.112}{2}\times3.909\ \mathrm{eV}=0.22\ \mathrm{eV},\qquad
\frac{\Delta\Phi}{ed}=1.5\ \mathrm{MV/cm}.$$

The slope (11) is $1/4.909=0.204$, and a finite difference of numerical roots also gives 0.204. Larger changes of $\Phi_0$, with all other settings held fixed, give these values:

| Change of $\Phi_0$ (eV) | $n$ (nm$^{-2}$) | $\Delta\Phi$ (eV) |
|---:|---:|---:|
| −0.4 | 0.003 | 0.01 |
| −0.2 | 0.028 | 0.08 |
| 0 | 0.081 | 0.22 |
| +0.2 | 0.143 | 0.39 |
| +0.4 | 0.208 | 0.57 |

Over the whole table $\Phi_0$ rises by 0.8 eV and $\Delta\Phi$ by 0.56 eV, so $\Phi_{\rm eff}$ rises by 0.24 eV. A tenfold oxygen pressure, at the original $\Phi_0$, reduces the shift from 0.22 to 0.17 eV.

An explicit sum over the vacancy number in a patch of $10^4\ \mathrm{nm^2}$, with the mean-field pair energy and in the dilute limit, gives a mean of 807 and a variance of 164. The formula of part (g) gives $807/4.909=164$. Both numbers leave out interactions across the edge of the patch. In an open patch of this size, these would raise the variance by roughly a tenth, and the correction falls nearly as the inverse of the side length, to a little more than half its value when the side is doubled.

### (i) Is the mean field good enough here?

Decide whether the neglect of correlations makes $n$ too small or too large, and find the size of the error for the example.

**Solution.** Begin with a low density. Let $z=Me^{-g/kT}$ be the density of non-interacting vacancies. The grand partition function of the point charges, up to two vacancies, is

$$Z=1+zA+\frac{z^2}{2}A\int e^{-u/kT}\,d^2r+\cdots .$$

Take the logarithm to order $z^2$. The term $-(zA)^2/2$ from the expansion of the logarithm combines with the pair term:

$$\ln Z=zA-\frac{z^2A}{2}\int\left(1-e^{-u/kT}\right)d^2r+\cdots .$$

The mean number is $z\,\partial\ln Z/\partial z$, so

$$n=z-z^2\int\left(1-e^{-u/kT}\right)d^2r+\cdots .$$

The mean-field result at the same order is $n=z(1-x)=z-z^2/n_*$, with $1/n_*=\int(u/kT)\,d^2r$. For $u>0$, $1-e^{-u/kT}<u/kT$. The mean field therefore overestimates the repulsion and underestimates the density, at this order. The reason is that real vacancies avoid close pairs.

The error is small when most of the integral of $u$ comes from separations at which $u\ll kT$. Define the length $\ell=4e^2/(4\pi\varepsilon kT)$, at which the direct Coulomb energy of a pair equals $kT$. By equation (4), the part of the integral from $r<\ell$ is the fraction

$$f=\frac{\ell+2d-\sqrt{\ell^2+4d^2}}{2d}.$$

It is close to $\ell/(2d)$ when $\ell\ll d$. In the example $\ell=2.57$ nm, which exceeds $d$, and $f=0.54$. The mean field is then not a controlled approximation.

The density in the example is too high for the expansion in $z$. A grand-canonical Monte Carlo calculation with discrete charges and images gives $n=0.100\ \mathrm{nm^{-2}}$, with a statistical error well below $0.001\ \mathrm{nm^{-2}}$. It is 1.24 times the mean-field density, and the shift becomes 0.27 eV. The calculation keeps the single plane, the ideal gate and the uniform dielectric, and lets the vacancies take continuous positions in the plane. For weak coupling, with $\ell=0.03$ nm, $d=4$ nm and $z=10\ \mathrm{nm^{-2}}$, the same method gives $1.001\pm0.002$ times the mean-field density in one run. The residual correlation correction expected at this coupling is about $+0.5\%$, so the agreement with the mean field should be read at the level of half a per cent. This supports both the mean-field limit and the assignment of the difference in the example to correlations.

### (j) What if the substrate also takes up charge?

Let the substrate be a conductor at the gate potential, with no field in the oxide when $n=0$. Find the new feedback and the shift that remains when the field beyond the plane is later removed.

**Solution.** Let the film have thickness $L$, and let an interlayer of thickness $L_i$ and permittivity $\varepsilon_i$ lie behind it. The interlayer has the same capacitance per area as a thickness $L_i\varepsilon/\varepsilon_i$ of the film material. The electrical thickness of the stack is therefore $t=L+L_i\varepsilon/\varepsilon_i$.

The sheet charge is now compensated on both sides. With the plane at potential $\varphi$,

$$\sigma=\varepsilon\varphi\left[\frac1d+\frac1{t-d}\right]=\frac{\varepsilon\varphi\,t}{d(t-d)}
\quad\Longrightarrow\quad
\varphi=\frac{\sigma}{\varepsilon}\,d\left(1-\frac dt\right).$$

The feedback in (7) is weakened, with $d$ replaced by $d_f=d(1-d/t)$ in $n_*$ and in $x$. Here $g$ is held fixed, so changes of the image energy by the substrate are left out.

For $L=3$ nm, $L_i=1$ nm and a relative interlayer permittivity of 3.9, $t=3+20/3.9=8.13$ nm and $d_f=1.22$ nm. The mean-field density rises to $0.095\ \mathrm{nm^{-2}}$. If this density is frozen in and the device is then brought to flat band, all compensating charge is again on the gate. Equation (2) applies with the true depth $d$, and the shift is 0.26 eV.

### (k) Which assumptions matter most in a real gate stack?

Estimate the other neglected effects, each added separately to the mean-field example, and compare the model with a real device.

**Solution.** *Other planes.* A sheet at depth $z_j$ raises the potential linearly up to $z_j$ and leaves it constant beyond. With several planes,

$$\varphi(z_k)=\frac{2e}{\varepsilon}\sum_jn_j\min(z_k,z_j).$$

Take six planes from 0.5 to 3.0 nm, each with the same $M$ and $g_\infty$ and with its own image energy. The density at 1.5 nm drops from 0.081 to $0.014\ \mathrm{nm^{-2}}$, while the total shift rises to 0.35 eV. These planes hold 20 oxygen sites per nm³, about a third of the number in hafnium oxide. With 58 sites per nm³ over the same range of depths, the same mean-field model gives a shift of about 0.40 eV. Equation (9) is therefore a result for vacancies confined to one plane. It does not give the density at one depth of a film in which all depths are equally open to vacancies.

*Field penetration into the gate.* If the field in the metal decays over a Thomas–Fermi length $\lambda$, it adds the potential drop $\sigma\lambda/\varepsilon_0=\sigma(\varepsilon_r\lambda)/\varepsilon$. The electrical depth becomes $d+\varepsilon_r\lambda$. For $\lambda=0.05$ nm this is 2.5 nm. At fixed $g$ the density falls to $0.053\ \mathrm{nm^{-2}}$, but the shift changes little, to 0.24 eV. The estimate places the screening charge inside the nominal metal surface; charge that spills outwards would reduce the effect.

*Blocked sites.* Keeping $M-n$ free sites instead of $M$ lowers the density by 0.2%.

*Singly charged vacancies.* Suppose that the level which captures one electron lies 1 eV above the gate Fermi level without the dipole. The dipole lowers it by 0.22 eV. With two spin states, the ratio of singly to doubly charged vacancies is $2\exp[-(1-0.219)/0.112]\simeq0.002$.

*Electron exchange.* For a barrier of 1.5 eV, a mass of 0.2 electron masses and an attempt rate of $10^{13}\ \mathrm{s^{-1}}$, the exponential tunnelling estimate gives a time of about $5\times10^{-10}$ s. Electrons then equilibrate quickly on the scale of an anneal. This says nothing about the motion of oxygen.

*Temperature of use.* If the vacancies equilibrated again at 400 K with the same $g$, the shift would be 0.06 eV. The value of 0.22 eV applies at lower temperature if the anneal density is frozen in. In a real system $g$ would also change, since $\mu_O$ depends on temperature.

*The real case.* The parameters are rough values for a hafnium-based gate stack under a high-work-function metal, annealed near 1000 °C. A relative permittivity near 20 and a film of a few nanometres are typical. The value of $g_\infty$ is a model choice, and it depends strongly on the oxygen supply. Losses of effective work function of a few tenths of an eV after hot anneals are known in such stacks, and oxygen vacancies are one proposed cause; the model result has this size but does not establish the cause. The field of 1.5 MV/cm is below a rough breakdown field of several MV/cm, while the last row of the table, with $0.57\ \mathrm{V}/1.5\ \mathrm{nm}=3.8$ MV/cm, comes close to that range. In the six-plane estimate the field between the gate and the first plane is about 4.5 MV/cm, or 4.3 to 5.4 MV/cm with the site density of hafnium oxide, depending on how the sites are grouped into planes. These values lie within that range, so the assumption of an ideal insulating dielectric is doubtful there. This field is sensitive to the depth of the first plane: at the higher site density it is near 3 MV/cm if the first plane lies at 1.0 nm and near 10 MV/cm if it lies at 0.25 nm, while the shift stays between 0.39 and 0.42 eV. Of the effects estimated here for equilibrium at the anneal temperature, the single-plane assumption changes the shift most, from 0.22 to between 0.35 and about 0.4 eV, depending on the site density. A short anneal may also end before oxygen reaches equilibrium, and the present calculation does not size that effect. The separate corrections should not be added, because each one alters the feedback on which the others act.

## Numbers as computed

```
relative permittivity: 20
depth d: 1.5 nm
anneal temperature: 1300 K
thermal energy kT: 0.112 eV
site density M: 10 nm^-2
free energy before image term: 0.15 eV
image energy (lowers g): 0.048 eV
free energy g: 0.102 eV
density scale n*: 0.02064 nm^-2
density without feedback: 4.023 nm^-2
Lambert argument x: 195
W0(x): 3.909
ln x - ln ln x: 3.61
vacancy density n: 0.08068 nm^-2
vacancy density n, converted: 8.068e+12 cm^-2
density by direct minimization: 0.08068 nm^-2
site fraction n/M: 0.008068
work-function shift (downward): 0.219 eV
field between gate and plane: 1.46 MV/cm
slope dPhi_eff/dPhi0, numerical: 0.2037
slope 1/(1+W): 0.2037
d ln n / d ln p, numerical: -0.1018
Phi0 change -0.4 eV: n = 0.002783 nm^-2, shift = 0.007555 eV
Phi0 change -0.2 eV: n = 0.02848 nm^-2, shift = 0.0773 eV
Phi0 change +0.2 eV: n = 0.1426 nm^-2, shift = 0.3871 eV
Phi0 change +0.4 eV: n = 0.2085 nm^-2, shift = 0.5658 eV
shift at tenfold oxygen pressure: 0.169 eV
patch sum: mean number: 807.1
patch sum: number variance: 164.4
weak coupling: MC/mean field = 1.0006 +- 0.0020
Coulomb length of a vacancy pair: 2.571 nm
example MC density: 0.1004 +- 0.0001 nm^-2
example MC / mean-field density: 1.245
work-function shift from MC: 0.2725 eV
planes allowed: 6, from 0.5 to 3.0 nm
density at d with all planes: 0.01422 nm^-2
total shift with all planes: 0.3529 eV
film 3.0 nm, interlayer 1.0 nm (permittivity 3.9)
electrical stack thickness: 8.128 nm
feedback depth, grounded substrate: 1.223 nm
density, grounded substrate: 0.09484 nm^-2
flat-band shift of that density: 0.2574 eV
Thomas-Fermi length of gate: 0.05 nm
density with gate penetration: 0.05349 nm^-2
shift with gate penetration: 0.242 eV
density with site blocking: 0.08054 nm^-2
2+/1+ level above gate Fermi level, no dipole: 1 eV
ratio of 1+ to 2+ vacancies: 0.0019
tunnel barrier 1.5 eV, mass 0.2 m_e, attempt rate 1e+13 s^-1
electron tunnelling time: 4.5e-10 s
lower temperature: 400 K
shift if re-equilibrated there: 0.05567 eV
```
